# Square-root growth of forward beam intensity from a long opaque channel

A long narrow channel on a vapour source turns a diffuse outflow into a forward beam. While gas collisions are rare, the forward intensity is proportional to the source pressure, and it is tempting to extrapolate that line. For the neodymium channel worked out below, the extrapolation predicts $2.76\times10^{15}$ atoms per second and steradian at 0.1 Torr. With collisions of the axial stream included and the flow still taken as wall-controlled, the estimate is $8.87\times10^{14}$, about a third. The material consumed still grows roughly in proportion to pressure, so the source empties at nearly the expected rate while the film or detector receives far less than planned.

The law that replaces the straight line is

$$I=\frac18\sqrt{\frac{3\,a\,v\,N}{\kappa}},\qquad \kappa=\sqrt2\,\sigma. \tag{1}$$

Here $I$ is the number of molecules leaving along the axis per second and steradian, $N$ the total number leaving per second, $a$ the channel radius, $v$ the mean thermal speed and $\sigma$ the hard-sphere collision cross-section. The source has density $n_0$ and mean free path $\lambda_0=1/(\kappa n_0)$; the factor $\sqrt2$ arises because the mean relative speed of two molecules in a Maxwellian gas is $\sqrt2\,v$.

A mean free path shorter than the channel length $L$ is necessary for (1) but not sufficient. The law is a limit, reached when the depth from which axial molecules escape is much smaller than $L$ and much larger than $a$.

## The model

The channel is straight and round, with $L\gg a$. Its walls are hot enough that nothing condenses, and they re-emit molecules diffusely, with the cosine law. The far side is vacuum. The density $n$ is taken as uniform over a cross-section. A gas collision sends a molecule into a random direction with a thermal speed, and all molecules share one collision probability per unit length, $\kappa n$. Collisions beyond the exit are ignored.

Let $s$ be the distance from the exit back into the channel. Near the exit $n=gs$, with $g$ the density gradient. If wall collisions control the flow along the whole channel, the profile is linear throughout and $g=n_0/L$. Setting $n=0$ at $s=0$ neglects a shift of a few radii that grows slowly, as $a\ln(L/a)$, because long wall flights are cut off at the ends: about $2a$ for $L/a=100$ and $3a$ for $L/a=1600$.

## First derivation: transport along the axis

**Flow.** Suppose first that molecules fly from wall to wall. A molecule crossing a section at angle $\theta$ to the axis last touched the wall a distance $d\cot\theta$ upstream, where $d$ is its path projected on the cross-section. It therefore represents a density higher than the local one by $g\,d\cot\theta$. An isotropic gas of density $n$ sends $nv\cos\theta/4\pi$ molecules per unit area and solid angle through the section. The uniform part of the density cancels between the two directions, leaving

$$N=\frac{gv}{4\pi}\int dA\int d\varphi\; d\int_0^\pi \cos\theta\,\cot\theta\,\sin\theta\,d\theta .$$

The polar integrand is $\cos^2\theta$, and its integral is $\pi/2$. For the rest, fix the azimuth $\varphi$ and slice the disc into parallel chords of length $c=2\sqrt{a^2-y^2}$. Along one chord $d$ runs from 0 to $c$, which gives $c^2/2=2(a^2-y^2)$. Integrating over $y$ from $-a$ to $a$ gives $8a^3/3$, and the azimuth supplies $2\pi$, for a total of $16\pi a^3/3$. Hence

$$N=\frac{gv}{4\pi}\cdot\frac{\pi}{2}\cdot\frac{16\pi a^3}{3}=\frac{2\pi}{3}a^3vg. \tag{2}$$

**Axial beam.** A molecule travelling along the axis cannot have come from the side wall. It came from the reservoir or from a gas collision inside the channel. Describe the axial stream by a density $J$, defined so that the stream carries $vJ/4\pi$ molecules per unit area, time and solid angle. An isotropic gas of density $J$ would produce the same stream. Over the exit area $\pi a^2$,

$$I=\pi a^2\,\frac{vJ}{4\pi}=\frac{va^2}{4}J. \tag{3}$$

Per unit length, collisions remove $\kappa n\,vJ/4\pi$ from the stream. The gas as a whole suffers $\kappa n\cdot nv$ scatterings per unit volume and time, and isotropic re-emission puts $\kappa n^2v/4\pi$ of these into each unit solid angle. With $z=L-s$ pointing towards the exit,

$$\frac{dJ}{dz}=\kappa n\,(n-J),\qquad J=n_0\ \text{at the source}.$$

In a uniform gas $J=n$ is stationary, as equilibrium requires. Changing to $s$ reverses the sign: $dJ/ds=-\kappa n^2+\kappa nJ$. Define the optical depth $\tau(s)=\int_0^s\kappa n\,ds'$. Then

$$\frac{d}{ds}\left(Je^{-\tau}\right)=e^{-\tau}\left(\frac{dJ}{ds}-\kappa nJ\right)=-\kappa n^2e^{-\tau}.$$

Integration from $s=0$ to $L$ gives the emerging value

$$J_{\rm out}=n_0e^{-\tau(L)}+\int_0^L\kappa n^2e^{-\tau}\,ds .$$

Since $\kappa n\,e^{-\tau}=-\,d(e^{-\tau})/ds$, integration by parts turns the integral into

$$-\Big[n\,e^{-\tau}\Big]_0^L+\int_0^L\frac{dn}{ds}e^{-\tau}ds=-n_0e^{-\tau(L)}+\int_0^L\frac{dn}{ds}e^{-\tau}ds,$$

because $n(0)=0$. The reservoir terms cancel:

$$J_{\rm out}=\int_0^L\frac{dn}{ds}\,e^{-\tau}\,ds. \tag{4}$$

For $n=gs$ the optical depth is $\tau=\kappa gs^2/2=s^2/s_*^2$, with

$$s_*=\sqrt{\frac{2}{\kappa g}}. \tag{5}$$

This is the visible depth: a molecule starting there along the axis escapes without a collision with probability $1/e$. If $s_*\ll L$, the upper limit of (4) may be moved to infinity:

$$J_{\rm out}=g\int_0^\infty e^{-s^2/s_*^2}ds=\frac{\sqrt\pi}{2}gs_*=\sqrt{\frac{\pi g}{2\kappa}}. \tag{6}$$

Equation (2) gives $g=3N/(2\pi a^3v)$, so $J_{\rm out}=\sqrt{3N/(4\kappa a^3v)}$. Inserting this in (3),

$$I=\frac{va^2}{4}\cdot\frac12\sqrt{\frac{3N}{\kappa a^3v}}=\frac18\sqrt{\frac{3avN}{\kappa}},$$

which is (1). A larger flow steepens the gradient in proportion to $N$, but the visible depth shrinks as $N^{-1/2}$. The density seen from outside is of order $gs_*$ and so grows as $N^{1/2}$.

## Second derivation: a molecule sent backwards

The same result follows from the fate of one molecule shot into the exit.

**Reciprocity.** Tag some molecules and let them scatter from the walls and from the existing gas without disturbing either. Put tagged gas of density $n_0$ at both ends. Its equilibrium state is uniform, even though the scatterers are not, and the outgoing axial stream has $J=n_0$. Part of this stream entered at the source and part at the exit. In equilibrium each path and its reverse are equally frequent. The fraction of the outgoing axial stream that came from the source therefore equals the probability $P$ that a molecule sent in along the axis through the exit ends in the source. Now remove the tagged gas outside the exit. The part from the source is unaffected, because tagged molecules do not influence one another, and

$$J_{\rm out}=n_0P. \tag{7}$$

**First collision.** The injected molecule reaches depth $s$ without a collision with probability $e^{-s^2/s_*^2}$. The probability density of its first collision is minus the derivative,

$$p(s)=\frac{2s}{s_*^2}\,e^{-s^2/s_*^2}.$$

**Wandering.** After the collision the molecule moves at random, mostly from wall to wall. Let $h(s)$ be its probability of reaching the source before the exit. It must equal the average of $h$ over the next landing point. Wall-to-wall flights up and down the channel are equally likely, so their mean displacement is zero and a linear function meets the condition. With $h(0)=0$ and $h(L)=1$, $h=s/L$, up to end corrections of order $(a/L)\ln(L/a)$. This neglects further gas collisions during the walk, which shorten flights towards the denser source end and bias the walk towards the exit. For the example below, in a linear background and at finite length, they lower $P$ from 0.32 to about 0.30. For $s_*\ll L$,

$$P=\int_0^\infty\frac sL\,p(s)\,ds=\frac{2}{Ls_*^2}\int_0^\infty s^2e^{-s^2/s_*^2}ds=\frac{2}{Ls_*^2}\cdot\frac{\sqrt\pi\,s_*^3}{4}=\frac{\sqrt\pi}{2}\frac{s_*}{L}.$$

Since $n_0/L=g$, (7) reproduces (6).

**Flow from the same walk.** The relation between $N$ and $g$ also follows from the walk, without (2). Let $\theta$ be the angle between a flight and the tube axis, and $\varphi$ the angle in the cross-section from the inward normal. The cosine law gives the probability

$$\frac1\pi\,\sin^2\theta\,\cos\varphi\;d\theta\,d\varphi,\qquad 0<\theta<\pi,\quad |\varphi|<\frac\pi2 .$$

The projected chord is $2a\cos\varphi$, the axial displacement is $\zeta=2a\cos\varphi\cot\theta$ and the path length is $\ell=2a\cos\varphi/\sin\theta$. Therefore

$$\langle\zeta^2\rangle=\frac{4a^2}{\pi}\int\cos^3\varphi\,d\varphi\int\cos^2\theta\,d\theta=\frac{4a^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8a^2}{3},$$

$$\langle\ell\rangle=\frac{2a}{\pi}\int\cos^2\varphi\,d\varphi\int\sin\theta\,d\theta=\frac{2a}{\pi}\cdot\frac\pi2\cdot2=2a .$$

Speeds leaving a wall are weighted by an extra factor of speed, so the mean of the inverse speed is $1/v$ and the mean flight time is $2a/v$. Diffuse emission makes successive displacements independent, so the diffusion coefficient is

$$D=\frac{\langle\zeta^2\rangle}{2\langle t\rangle}=\frac{8a^2/3}{4a/v}=\frac{2av}{3}.$$

Then $N=\pi a^2Dg=\frac{2\pi}{3}a^3vg$, as in (2), and (1) follows as before.

## What each derivation assumes

Both use random re-emission in gas collisions, a single $\kappa$, and wall-controlled motion near the exit. They differ in what they need from the rest of the channel.

The first needs the gas in the visible layer to scatter like an isotropic gas of the local density. Equation (4) accepts any density profile that vanishes at the exit. What happens deeper than a few $s_*$ enters through the gradient alone, and flow conservation ties that gradient to $N$.

The second does not treat the local gas as an isotropic emitter. It needs reversible paths and an unbiased walk all the way to the source. It shows why the beam is weak: most molecules sent inwards return to the exit, and by reciprocity the source is correspondingly hard to see from outside.

The difference matters if the source end is so dense that the gas there flows viscously. A drifting gas carries a tagged molecule with it, so the unbiased walk fails. The first derivation survives if the flow in the visible layer is still wall-controlled. To estimate the effect, add Poiseuille flow to (2). For viscosity $\eta$ and pressure gradient $kTg$ it is $N_P=\pi a^4nkTg/(8\eta)$. With $kT=\pi mv^2/8$, $m$ the molecular mass, and the approximate hard-sphere viscosity $\eta=\frac12nmv\lambda$,

$$N_P=\frac{\pi^2a^4vg}{32\lambda},\qquad \frac{N_P}{\frac{2\pi}{3}a^3vg}=\frac{3\pi}{64}\frac a\lambda .$$

Constant total flow then requires $(1+\frac{3\pi}{64}\kappa an)\,dn/ds$ to be constant, which bends the profile. Take $a/\lambda_0=10$ and $L/a=4000$. Numerical integration of the axial transport through this profile gives 0.995 times the intensity that (1) predicts from the true flow. If $N$ is instead computed from a linear profile, the intensity is 1.31 times the prediction. In this model, total flow is thus the better variable than source pressure. Simple addition of the two flows leaves out the finer behaviour between the molecular and viscous regimes.

## The crossover and the limits

For a linear profile over the full length, keep $L$ as the limit in (4). With $t=L/s_*$, so that $t^2=\kappa n_0L/2=L/(2\lambda_0)$,

$$I=\frac{n_0va^2}{4}\,\frac{\sqrt\pi}{2}\frac{\operatorname{erf}t}{t}. \tag{8}$$

For small $t$, $\operatorname{erf}t\approx2t/\sqrt\pi$ and $I=n_0va^2/4$, proportional to $N$. For large $t$, $\operatorname{erf}t\to1$ and (1) returns. At fixed geometry $N\propto t^2$ and $I\propto t\operatorname{erf}t$, so the local exponent is

$$\frac{d\ln I}{d\ln N}=\frac12\,\frac{d\ln(t\operatorname{erf}t)}{d\ln t}=\frac12\left[1+\frac{2t\,e^{-t^2}}{\sqrt\pi\operatorname{erf}t}\right].$$

At $\lambda_0=L$ it is 0.854, much nearer to proportionality than to a square root.

The condition $a\ll s_*\ll L$ can be written in terms of flow. From (2) and (5), $s_*^2=4\pi a^3v/(3\kappa N)$, so

$$\frac{4\pi a^3v}{3\kappa L^2}\ll N\ll\frac{4\pi av}{3\kappa}. \tag{9}$$

At the upper end the free path at the visible depth, $1/(\kappa gs_*)=s_*/2$, becomes comparable with $a$. Gas collisions then compete with the walls in the layer that forms the beam, and (2) fails there.

A cosine emitter with the same total flow has axial intensity $N/\pi$. The peaking factor $\pi I/N$ is $3L/(8a)$ without collisions and falls as $N^{-1/2}$ in the opaque regime. Well inside the window, $L$ drops out: at fixed $N$ and $a$, a longer channel gives no more forward intensity, and at fixed source density, where $N\propto1/L$, the intensity falls as $L^{-1/2}$. At the lower limit of the window, doubling $L$ at fixed $N$ still adds 18 %.

## A neodymium channel

Take $a=0.2$ mm, $L=20$ mm, temperature 1800 K, source pressure 0.1 Torr and $\sigma=1\ \mathrm{nm^2}$. The vapour is treated as single atoms of mass 144.24 u. The ideal-gas law gives $n_0=5.365\times10^{20}\ \mathrm{m^{-3}}$, and $v=\sqrt{8kT/\pi m}=514$ m/s. Then $\lambda_0=1.32$ mm, $L/\lambda_0=15.2$ and $s_*=\sqrt{2\lambda_0L}=7.26$ mm, which is 36 radii and about a third of the length. The flow is

$$N=\frac{2\pi}{3}(2\times10^{-4})^3(514)\frac{5.365\times10^{20}}{0.02}=2.31\times10^{14}\ \mathrm{s^{-1}},$$

inside the window (9), which runs from $3.0\times10^{13}$ to $3.0\times10^{17}\ \mathrm{s^{-1}}$. The intensity is

$$I=\frac18\sqrt{\frac{3(2\times10^{-4})(514)(2.31\times10^{14})}{1.414\times10^{-18}}}=8.87\times10^{14}\ \mathrm{s^{-1}sr^{-1}}.$$

Far from the exit, the flux on the axis is $I$ divided by the squared distance. At 100 mm it is $8.2\times10^{12}\ \mathrm{cm^{-2}s^{-1}}$, about 7 % below that rule, because the molecules start several millimetres inside the channel. Equation (8), at fixed geometry and temperature, gives the approach to the law:

| Pressure (Torr) | $L/\lambda_0$ | $N$ (1/s) | $I$ (1/(s sr)) | Exponent |
|---|---|---|---|---|
| 0.001 | 0.15 | $2.31\times10^{12}$ | $2.69\times10^{13}$ | 0.98 |
| 0.0066 | 1.0 | $1.52\times10^{13}$ | $1.55\times10^{14}$ | 0.85 |
| 0.025 | 3.8 | $5.78\times10^{13}$ | $4.21\times10^{14}$ | 0.62 |
| 0.05 | 7.6 | $1.16\times10^{14}$ | $6.24\times10^{14}$ | 0.52 |
| 0.1 | 15.2 | $2.31\times10^{14}$ | $8.87\times10^{14}$ | 0.50 |

From 0.025 to 0.1 Torr the flow quadruples and the intensity rises 2.1 times. The peaking factor drops from 23 to 12, against 37.5 without collisions.

## How far the number can be trusted

**Finite length.** The Clausing integral equation balances the molecules reaching each wall ring against those emitted by all other rings and by the source opening. Solved numerically for $L/a=100$, it gives a flow of $2.19\times10^{14}\ \mathrm{s^{-1}}$, 5 % below (2). Its axial density, used in the transport equation, gives $I=8.76\times10^{14}\ \mathrm{s^{-1}sr^{-1}}$, about 1 % above what (1) gives for that reduced flow.

**Speed.** Fast molecules have a longer free path and are seen from deeper in the channel. For each speed the opaque intensity still varies as $\sqrt g$, so the square root remains. Averaging (8) numerically over speeds, with the hard-sphere collision rate at each speed, raises the intensity by 2 %. The mean beam speed becomes 625 m/s, against 606 m/s without collisions.

**Drift.** The gas moves outwards at $u=N/(\pi a^2n)=2av/(3s)$. If colliding molecules emerge with this drift, the Maxwellian gains a factor $1+mcu/kT$ at axial speed $c$. Averaged over the stream, this is $1+mu\langle c^2\rangle/(kTv)=1+3u/v=1+2a/s$. The scattering gain is weighted by $s^2e^{-s^2/s_*^2}$, for which $\langle1/s\rangle=2/(\sqrt\pi s_*)$. This factor alone raises the intensity by $4a/(\sqrt\pi s_*)$, or 6 %. The drift also lowers the collision rate of the forward stream, an effect of the same order in $a/s_*$. It adds about 2 % through the loss and removes about 1 % from the gain, for a total near 7 %.

**Long wall flights.** Gas collisions also interrupt the long flights that carry much of the flow. Suppose that they erase all drift, and use the free path at the visible depth, 3.63 mm. Repeating the integral for (2) numerically with shortened flights lowers the flow at a given gradient to 0.86 of its value. At fixed flow the gradient must rise, and this single-path estimate raises the intensity by 8 %. Letting the free path vary along the profile gives about 6 %. The last two estimates make opposite assumptions about drift and should not be added. They suggest an uncertainty of order 10 % in the prefactor. Both vanish as $a/s_*\to0$. If collisions do erase drift, the flow at a given source pressure falls to about 0.84 of (2), because the free path is shorter still nearer the source, and the intensity at 0.1 Torr drops by about 3 %, to $8.6\times10^{14}\ \mathrm{s^{-1}sr^{-1}}$.

**The real source.** The temperature, pressure and cross-section are rough values for a strongly heated metal source. The value of $\sigma$ is also a model parameter, since real atoms are not hard spheres. Doubling it at fixed flow lowers $I$ to $6.3\times10^{14}\ \mathrm{s^{-1}sr^{-1}}$, a drop of 29 %, more than any correction above. The channel must also stay hot enough to prevent condensation, which would narrow the bore and invalidate the wall model. For a clean hot channel well inside the window (9), doubling the forward intensity at fixed geometry costs about four times the material flow; near the lower end of the window it costs about three times. If the source vapour is saturated, the higher pressure requires a hotter source, and the channel must be heated with it. The accompanying change in $v$ has little effect on the intensity.
